# Conductivity and density-of-states masses of the germanium L valleys: test program

```python
# Result under test, for the four L valleys of germanium:
#   conductivity mass       mc = 3 / (1/ml + 2/mt)
#   total density-of-states mass  md = (g^2 ml mt^2)^(1/3), g = 4
# ml, mt: longitudinal and transverse masses in free-electron masses.
# The k sums use hbar = m_e = e = 1 and measure energy in units of kT.
# alpha: nonparabolicity, E (1 + alpha E) = parabolic energy.
# eta: Fermi level above the band edge, divided by kT.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

ml, mt = 1.59, 0.082

# Valley number: group the eight L points (in units of pi/a) that differ
# by a reciprocal lattice vector of the fcc crystal. In units of 2 pi/a
# these vectors have integer components, all even or all odd.
valley_points = []
for point in itertools.product((1, -1), repeat=3):
    p = np.array(point)
    known = False
    for q in valley_points:
        half = (p - q) // 2
        known = known or len(set(half % 2)) == 1
    if not known:
        valley_points.append(p)
g = len(valley_points)
assert g == 4
axes = [p / np.sqrt(3.0) for p in valley_points]

mc = 3 / (1 / ml + 2 / mt)
md_one = (ml * mt**2) ** (1 / 3)
md = g ** (2 / 3) * md_one


def energy(k, axis, alpha=0.0):
    along = k[0] * axis[0] + k[1] * axis[1] + k[2] * axis[2]
    k2 = k[0] ** 2 + k[1] ** 2 + k[2] ** 2
    parabolic = along**2 / (2 * ml) + (k2 - along**2) / (2 * mt)
    if alpha == 0.0:
        return parabolic
    return 2 * parabolic / (1 + np.sqrt(1 + 4 * alpha * parabolic))


def cubic_grid(limit, step):
    line = np.arange(-limit, limit, step)
    return np.meshgrid(line + 0.13 * step, line + 0.37 * step,
                       line + 0.71 * step, indexing="ij", sparse=True)


def transport_sums(alpha=0.0, eta=None, tau_power=0):
    """Density and conductivity tensor of each valley, kT = 1.
    eta None: Boltzmann gas with the Fermi level at the band edge.
    Scattering time: E**tau_power."""
    step, d = 0.15, 0.01
    k = cubic_grid(6.6, step)
    weight = 2 * step**3 / (2 * np.pi) ** 3
    densities, tensors = [], []
    for axis in axes:
        e = energy(k, axis, alpha)
        if eta is None:
            f = np.exp(-e)
            slope = f
        else:
            f = 1 / (1 + np.exp(np.minimum(e - eta, 500)))
            slope = f * (1 - f)
        v = []
        for i in range(3):
            up, down = list(k), list(k)
            up[i] = k[i] + d
            down[i] = k[i] - d
            v.append((energy(up, axis, alpha)
                      - energy(down, axis, alpha)) / (2 * d))
        w = slope * e**tau_power
        tensors.append(weight * np.array(
            [[np.sum(w * v[i] * v[j]) for j in range(3)]
             for i in range(3)]))
        densities.append(weight * np.sum(f))
    return np.array(densities), np.array(tensors)


# Boltzmann gas: isotropic tensor, conductivity mass and density.
dens, tens = transport_sums()
n_sum = dens.sum()
response = tens.sum(axis=0) / n_sum
assert np.allclose(response, np.eye(3) / mc, rtol=1e-6, atol=1e-6)
mc_sum = 3 / np.trace(response)
assert np.isclose(n_sum, 2 * (md / (2 * np.pi)) ** 1.5, rtol=1e-6)
md_sum = 2 * np.pi * (n_sum / 2) ** (2 / 3)

# One filled valley: anisotropic response with masses ml, mt, mt.
single = np.linalg.eigvalsh(tens[0] / dens[0])
assert np.allclose(single, [1 / ml, 1 / mt, 1 / mt], rtol=1e-6)
along_axis = axes[0] @ (tens[0] / dens[0]) @ axes[0]
assert np.isclose(along_axis, 1 / ml, rtol=1e-6)

# Scattering time proportional to energy: same mass, averaged time.
dens_t, tens_t = transport_sums(tau_power=1)
top = quad(lambda x: x**2.5 * np.exp(-x), 0, 60)[0]
bottom = quad(lambda x: x**1.5 * np.exp(-x), 0, 60)[0]
mean_tau = top / bottom
assert np.allclose(tens_t.sum(axis=0) / dens_t.sum(),
                   mean_tau * np.eye(3) / mc, rtol=1e-6, atol=1e-5)

# Degenerate gas: same conductivity mass.
dens_f, tens_f = transport_sums(eta=3.0)
response_f = tens_f.sum(axis=0) / dens_f.sum()
assert np.allclose(response_f, np.eye(3) / mc, rtol=1e-4, atol=1e-3)
mc_degenerate = 3 / np.trace(response_f)

# State count below E = 1 by counting grid points in the ellipsoids.
# The tolerance covers the ragged surface of the counted volume.
count_step = 0.02
k_count = cubic_grid(1.3, count_step)
points = sum(np.count_nonzero(energy(k_count, a) < 1) for a in axes)
states = 2 * points * count_step**3 / (2 * np.pi) ** 3
states_formula = (2 * md) ** 1.5 / (3 * np.pi**2)
assert abs(states / states_formula - 1) < 5e-3

# Worked example: round model values for lightly doped n-type Ge.
T, n_cm3, tau_ps, field = 300.0, 1e16, 0.25, 100.0
kT = sc.k * T / sc.e
tau = tau_ps * 1e-12


def mobility(mass):
    return 1e4 * sc.e * tau / (mass * sc.m_e)


def band_density(mass):
    return 2e-6 * (2 * np.pi * mass * sc.m_e * sc.k * T / sc.h**2) ** 1.5


mu, Nc = mobility(mc), band_density(md)
hartree = sc.physical_constants["Hartree energy"][0]
bohr = sc.physical_constants["Bohr radius"][0]
Nc_from_sum = n_sum * (sc.k * T / hartree) ** 1.5 / bohr**3 * 1e-6
assert np.isclose(Nc, Nc_from_sum, rtol=1e-5)
eta_example = np.log(n_cm3 / Nc)
sigma = sc.e * n_cm3 * mu
drift = mu * field

# Sizes of neglected effects; the inputs are rough typical values.
alpha_eV = 0.3
a = alpha_eV * kT
dens_a, tens_a = transport_sums(alpha=a)
mc_alpha = 3 * dens_a.sum() / np.trace(tens_a.sum(axis=0))
mass_rise = mc_alpha / mc - 1
density_rise = dens_a.sum() / n_sum - 1
# The first-order laws leave out terms of order (alpha kT)^2.
assert abs(mass_rise - 5 * a) < 2e-3
assert abs(density_rise - 3.75 * a) < 2e-3

gap_gamma, m_gamma = 0.14, 0.04
gap_delta, ml_delta, mt_delta = 0.18, 0.9, 0.2
gamma_ratio = (m_gamma / md) ** 1.5 * np.exp(-gap_gamma / kT)
md_delta = (36 * ml_delta * mt_delta**2) ** (1 / 3)
delta_ratio = (md_delta / md) ** 1.5 * np.exp(-gap_delta / kT)

fermi = quad(lambda x: np.sqrt(x) / (1 + np.exp(x - eta_example)),
             0, 60)[0] * 2 / np.sqrt(np.pi)
degeneracy = fermi / np.exp(eta_example) - 1

long_share = (1 / ml) / (1 / ml + 2 / mt)
tau_energy_ps = 3.0
heating = field * drift * tau_energy_ps * 1e-12 / kT
mt_up = 1.05 * mt
mc_shift = 3 / (1 / ml + 2 / mt_up) / mc - 1
md_shift = (g**2 * ml * mt_up**2) ** (1 / 3) / md - 1

print(f"longitudinal mass ml = {ml} m_e")
print(f"transverse mass mt = {mt} m_e")
print(f"number of whole valleys g = {g}")
print(f"1/ml = {1/ml:.4f} per m_e")
print(f"2/mt = {2/mt:.4f} per m_e")
print(f"1/ml + 2/mt = {1/ml + 2/mt:.4f} per m_e")
print(f"conductivity mass mc, formula = {mc:.5f} m_e")
print(f"conductivity mass mc, k sum = {mc_sum:.5f} m_e")
print(f"mc, k sum, degenerate gas (eta = 3) = {mc_degenerate:.5f} m_e")
print(f"ml mt^2 = {ml*mt**2:.6f} m_e^3")
print(f"g^2 ml mt^2 = {g**2*ml*mt**2:.6f} m_e^3")
print(f"density-of-states mass, one valley = {md_one:.5f} m_e")
print(f"valley factor g^(2/3) = {g**(2/3):.4f}")
print(f"total density-of-states mass md, formula = {md:.5f} m_e")
print(f"total density-of-states mass md, k sum = {md_sum:.5f} m_e")
print(f"counted states / formula = {states/states_formula:.5f}")
print(f"arithmetic mean mass (ml+2mt)/3 = {(ml+2*mt)/3:.4f} m_e")
print(f"mean tau for tau = E/kT, k sum test = {mean_tau:.4f}")
print(f"temperature = {T:.0f} K, kT = {kT:.5f} eV")
print(f"electron density = {n_cm3:.1e} cm^-3")
print(f"scattering time = {tau_ps} ps")
print(f"field = {field:.0f} V/cm")
print(f"mobility with mc = {mu:.0f} cm2/Vs")
print(f"mobility if md were misused = {mobility(md):.0f} cm2/Vs")
print(f"ratio md/mc = {md/mc:.3f}")
print(f"Nc with md = {Nc:.3e} cm^-3")
print(f"Nc if mc were misused = {band_density(mc):.3e} cm^-3")
print(f"ratio (md/mc)^(3/2) = {(md/mc)**1.5:.2f}")
print(f"Fermi level minus band edge = {eta_example*kT:.4f} eV")
print(f"conductivity = {sigma:.3f} S/cm")
print(f"drift velocity = {drift:.3e} cm/s")
print(f"one valley, mobility along its axis = {mobility(ml):.0f} cm2/Vs")
print(f"one valley, mobility across axis = {mobility(mt):.0f} cm2/Vs")
print(f"rough nonparabolicity alpha = {alpha_eV} per eV")
print(f"alpha kT = {a:.5f}")
print(f"rise of mc, k sum = {100*mass_rise:.2f} %")
print(f"rise of mc, first order = {500*a:.2f} %")
print(f"rise of density, k sum = {100*density_rise:.2f} %")
print(f"rise of density, first order = {375*a:.2f} %")
print(f"rough Gamma valley: {gap_gamma} eV above L, mass {m_gamma} m_e")
print(f"Gamma/L electron ratio = {gamma_ratio:.1e}")
print(f"rough Delta valleys (six): {gap_delta} eV above L")
print(f"rough Delta masses: {ml_delta} and {mt_delta} m_e")
print(f"Delta/L electron ratio = {delta_ratio:.1e}")
print(f"density change by degeneracy = {100*degeneracy:.3f} %")
print(f"longitudinal share of 1/mc = {100*long_share:.2f} %")
print(f"mobility rise if only tau_l doubles = {100*long_share:.2f} %")
print(f"rough energy relaxation time = {tau_energy_ps} ps")
print(f"field heating energy / kT = {100*heating:.2f} %")
print(f"mc change for mt up 5 % = {100*mc_shift:.2f} %")
print(f"md change for mt up 5 % = {100*md_shift:.2f} %")
print("PASS")
```

Printed output:

```
longitudinal mass ml = 1.59 m_e
transverse mass mt = 0.082 m_e
number of whole valleys g = 4
1/ml = 0.6289 per m_e
2/mt = 24.3902 per m_e
1/ml + 2/mt = 25.0192 per m_e
conductivity mass mc, formula = 0.11991 m_e
conductivity mass mc, k sum = 0.11991 m_e
mc, k sum, degenerate gas (eta = 3) = 0.11991 m_e
ml mt^2 = 0.010691 m_e^3
g^2 ml mt^2 = 0.171059 m_e^3
density-of-states mass, one valley = 0.22030 m_e
valley factor g^(2/3) = 2.5198
total density-of-states mass md, formula = 0.55511 m_e
total density-of-states mass md, k sum = 0.55511 m_e
counted states / formula = 0.99993
arithmetic mean mass (ml+2mt)/3 = 0.5847 m_e
mean tau for tau = E/kT, k sum test = 2.5000
temperature = 300 K, kT = 0.02585 eV
electron density = 1.0e+16 cm^-3
scattering time = 0.25 ps
field = 100 V/cm
mobility with mc = 3667 cm2/Vs
mobility if md were misused = 792 cm2/Vs
ratio md/mc = 4.629
Nc with md = 1.038e+19 cm^-3
Nc if mc were misused = 1.042e+18 cm^-3
ratio (md/mc)^(3/2) = 9.96
Fermi level minus band edge = -0.1795 eV
conductivity = 5.875 S/cm
drift velocity = 3.667e+05 cm/s
one valley, mobility along its axis = 277 cm2/Vs
one valley, mobility across axis = 5362 cm2/Vs
rough nonparabolicity alpha = 0.3 per eV
alpha kT = 0.00776
rise of mc, k sum = 3.87 %
rise of mc, first order = 3.88 %
rise of density, k sum = 2.93 %
rise of density, first order = 2.91 %
rough Gamma valley: 0.14 eV above L, mass 0.04 m_e
Gamma/L electron ratio = 8.6e-05
rough Delta valleys (six): 0.18 eV above L
rough Delta masses: 0.9 and 0.2 m_e
Delta/L electron ratio = 2.6e-03
density change by degeneracy = -0.034 %
longitudinal share of 1/mc = 2.51 %
mobility rise if only tau_l doubles = 2.51 %
rough energy relaxation time = 3.0 ps
field heating energy / kT = 0.43 %
mc change for mt up 5 % = 4.87 %
md change for mt up 5 % = 3.31 %
PASS
```
